\section*{Why a core-corrected DFT pseudopotential does not define a QMC Hamiltonian}

\section{The decision}

A density-functional calculation has been done with a pseudopotential that carries a nonlinear core correction, and diffusion Monte Carlo (DMC) is to follow. Should the same pseudopotential file be passed on, or must the potential be changed? The file contains an ionic potential, from which a many-body Hamiltonian can be set up. It also contains a model core density, for which a many-body Hamiltonian has no place. The potential should be changed. In a sodium atom with a partial model core, the omission lowers the ionization energy by about 0.4~eV (from about 0.3 to 0.45~eV as the joining radius of the core moves from 1.3 to 1.0~\AA) relative to an ion unscreened without a core density, and the result comes to depend on a model density that density-functional theory hardly notices.

Atomic units are used in the algebra. Let $n$ be the valence density, $n_c$ the model core density, and $v_{xc}=\delta E_{xc}/\delta n$. With the core correction, the valence energy is
\begin{equation}
E[n]=T_s[n]+\int V_{\rm ion}\,n\,d^3r+E_H[n]+E_{xc}[n+n_c].
\label{eq:nlcc}
\end{equation}
The core density enters the last term and no other. QMC replaces $E_H$ and $E_{xc}$ by the explicit repulsion of the valence electrons, which accounts for $E_{xc}[n]$ but not for the rest. Apart from the constant $E_{xc}[n_c]$, what is lost is
\begin{equation}
C[n]=E_{xc}[n+n_c]-E_{xc}[n]-E_{xc}[n_c],
\label{eq:C}
\end{equation}
the exchange and correlation between core and valence, as the functional models it.

\section{Sodium as a counter-example}

\subsection{One screened potential, several ions}

Sodium has one valence electron. Its many-body valence problem is therefore a one-particle Schr\"odinger equation with Hamiltonian $-\tfrac12\nabla^2+V_{\rm ion}$, solvable by diagonalization on a radial grid. The ground state has no nodes, so DMC has no fixed-node error.

The density functional is the spin-unpolarized, nonrelativistic local density approximation (LDA), with Slater exchange and Perdew--Wang correlation. An all-electron calculation gives the 3s level at $-2.816$~eV. A Troullier--Martins pseudo-orbital, equal to the true 3s orbital beyond 1.351~\AA, is inverted to give the screened potential $V_s$. Only s states are needed, so this potential can be treated as local.

Let $n_v$ be the density of the pseudo-orbital. The ionic potential follows by removing from $V_s$ whatever the valence calculation will later put back:
\begin{align}
V_{\rm NLCC}&=V_s-V_H[n_v]-v_{xc}[n_v+n_c],\label{eq:vn}\\
V_{\rm lin}&=V_s-V_H[n_v]-v_{xc}[n_v].\label{eq:vl}
\end{align}
The second line is ordinary unscreening, without a core density. Subtracting the first from the second gives
\begin{equation}
V_{\rm lin}=V_{\rm NLCC}+\Delta v,\qquad
\Delta v=v_{xc}[n_v+n_c]-v_{xc}[n_v].
\label{eq:dv}
\end{equation}
The exchange potential, $-(3n/\pi)^{1/3}$, becomes more negative as the density grows, so its part of $\Delta v$ is negative. The table below shows the same sign with correlation included, so $V_{\rm NLCC}$ alone is more repulsive than $V_{\rm lin}$.

The full core holds 10 electrons. The partial core equals it beyond 1.105~\AA, where the core density has fallen to about twice $n_v$, and has the smooth form $A\sin(br)/r$ inside. It holds 0.76 electrons. The dropped potential, with correlation included, is
\begin{center}
\begin{tabular}{cccc}
$r$ (\AA) & $n_c/n_v$, partial & $\Delta v$, partial (eV) & $\Delta v$, full (eV)\\
0.3 & 44 & $-7.1$ & $-34.5$\\
0.6 & 18 & $-5.7$ & $-14.6$\\
1.0 & 3.5 & $-2.7$ & $-3.1$\\
1.5 & 0.15 & $-0.20$ & $-0.20$\\
2.0 & 0.01 & $-0.01$ & $-0.01$
\end{tabular}
\end{center}
These are large potentials acting on little charge: for the partial core, $\int\Delta v\,n_v\,d^3r=-0.43$~eV.

The full-core case shows what has been removed. Outside the pseudization radius, $V_s$ is the all-electron potential $-Z/r+V_H[n_c]+V_H[n_v]+v_{xc}[n_v+n_c]$; norm conservation makes the Hartree potential of the pseudo-orbital equal there to that of the true 3s orbital. Equation~(\ref{eq:vn}) then leaves $-Z/r+V_H[n_c]$, the electrostatic field of nucleus and core, with no core--valence exchange or correlation.

\subsection{Ionization energies}

The ionization energies, in eV, are
\begin{center}
\begin{tabular}{lcc}
ionic potential & DFT & many-body, $V_{\rm ion}$ alone\\
$V_{\rm lin}$ & 5.01 & 5.30\\
$V_{\rm NLCC}$, partial core & 5.17 & 4.89\\
$V_{\rm NLCC}$, full core & 5.18 & 4.76
\end{tabular}
\end{center}
In the DFT column each core density is kept in $E_{xc}$, and the all-electron LDA energy difference is 5.16~eV. The core correction does its intended work there: it brings the pseudo-atom within about 0.01~eV of the all-electron result, while linear unscreening is 0.15~eV too low. The two model cores agree to better than 0.01~eV.

In the many-body column the same two ions differ by 0.13~eV, and the partial-core ion binds its electron $5.30-4.89=0.41$~eV less than $V_{\rm lin}$. The columns should not be compared along a row to find the dropped term, because the functional also gives a single electron a spurious energy $E_H[n_v]+E_{xc}[n_v]=0.28$~eV. Most of it comes from the spin-unpolarized treatment, which counts the electron as half of each spin; with full spin polarization it is 0.04~eV. The comparison down the column isolates $\Delta v$. Moving the pseudization radius between 1.15 and 1.75~\AA\ raises the 0.41~eV to at most 0.43~eV and the 0.13~eV to at most 0.16~eV. The spread between cores depends on the model chosen: a third core, equal to the full one beyond 0.834~\AA\ and holding 5.4 electrons, gives a many-body value only 0.007~eV from that of the full core.

A DMC run with the partial-core potential, guided by the pseudo-orbital, with 2000 walkers, a time step of 0.05 atomic units and 4800 averaged steps, gives $4.887\pm0.002$~eV, against 4.890~eV from diagonalization. DMC solves the Hamiltonian it is given. The fault lies in the Hamiltonian.

The shift can be bracketed without perturbation theory. Let $\varepsilon$ and $n$ be the lowest level and its density for each potential. Using each ground state as a trial state for the other Hamiltonian gives
\begin{align}
\varepsilon_{\rm NLCC}&\le\varepsilon_{\rm lin}-\int\Delta v\,n_{\rm lin}\,d^3r,\\
\varepsilon_{\rm lin}&\le\varepsilon_{\rm NLCC}+\int\Delta v\,n_{\rm NLCC}\,d^3r,
\end{align}
and hence
\begin{equation}
-\int\Delta v\,n_{\rm NLCC}\,d^3r\le
\varepsilon_{\rm NLCC}-\varepsilon_{\rm lin}\le
-\int\Delta v\,n_{\rm lin}\,d^3r .
\end{equation}
For the partial core this reads $0.34\le0.41\le0.49$~eV. The true shift is below the first-order estimate on the right because the electron moves out of the region that has become repulsive.

\subsection{The same loss inside DFT}

The omission can also be made within DFT, by keeping $V_{\rm NLCC}$ and deleting $n_c$ from the functional. Write $F[n]=G[n]+C[n]$, where $G$ is the energy without the core density and $F$ is (\ref{eq:nlcc}) measured from $E_{xc}[n_c]$, the energy left when the electron is gone. The ionization energies are $I=-\min F$ and $I_{\rm drop}=-\min G$. Equation~(\ref{eq:vn}) was built to make $n_v$ a stationary point of $F$, and in this atom it is numerically the minimum; let the minimum of $G$ lie at $n_d$. Then
\begin{align}
I-I_{\rm drop}&=G[n_d]-F[n_v]\le G[n_v]-F[n_v]=-C[n_v],\\
I-I_{\rm drop}&\ge G[n_d]-F[n_d]=-C[n_d].
\end{align}
The partial core gives $I_{\rm drop}=4.65$~eV, a loss of 0.52~eV between the bounds 0.46 and 0.59~eV. This loss is measured from the core-corrected functional. Measured from $V_{\rm lin}$, as in the many-body column, it is $5.01-4.65=0.36$~eV, against 0.41~eV when the valence electron is treated without approximation.

\subsection{A misleading agreement}

For comparison, the 3s electron can be placed in the field of a frozen Hartree--Fock Na$^+$ core, with nonlocal core exchange. Its ionization energy is 4.95~eV. This reference omits core relaxation, core polarization, core--valence correlation and relativity, so it is not the exact answer. The partial-core value, 4.89~eV, lies closer to it than the 5.30~eV of $V_{\rm lin}$.

That closeness is no argument for the partial-core ion. Replace the core density by $\lambda$ times the full core, with $0\le\lambda\le1$. The many-body ionization energy then moves continuously from 5.30~eV at $\lambda=0$ to 4.76~eV at $\lambda=1$, and so passes through 4.95~eV for some $\lambda$. An ion that still lacks part of the core--valence interaction can thus be tuned to the reference. The same holds for the measured value, 5.14~eV: $V_{\rm lin}$ is 0.16~eV above it and the partial core 0.25~eV below, yet a smaller partial core joined at 1.3~\AA\ gives about 5.0~eV and lies closer than either. The scale $\lambda$ also changes the DFT value, from 5.01 to 5.18~eV, but even the partial and full cores, which DFT barely distinguishes, give 4.89 and 4.76~eV. $V_{\rm lin}$, though a consistent Hamiltonian, binds 0.35~eV more than this reference. The calculation does not separate how much of that comes from the LDA description of the core--valence interaction, from its linearization and pseudization, or from what the reference omits.

\section{The general statement}

Could a cleverer operator, perhaps nonlocal or many-body, carry the correction into QMC? It would have to satisfy
\begin{equation}
\langle\Psi|\hat O|\Psi\rangle=C[n_\Psi]
\label{eq:demand}
\end{equation}
for all normalized valence states $\Psi$, with $\hat O$ independent of $\Psi$. For one chosen state a constant would do; the demand has content because a Hamiltonian must serve all states.

\textbf{Statement.} If (\ref{eq:demand}) holds, then for any two real, orthonormal $N$-electron states $A$ and $B$,
\begin{equation}
C\!\left[\tfrac12(n_A+n_B)\right]=\tfrac12\left(C[n_A]+C[n_B]\right).
\label{eq:mid}
\end{equation}
LDA exchange violates this whenever $n_A$ and $n_B$ differ in a region where $n_c>0$.

\subsection{Proof}

Take $\Psi_\pm=(A\pm iB)/\sqrt2$, which are normalized. With $\hat n$ the density operator at a point,
\begin{equation}
n_\pm=\tfrac12(n_A+n_B)\pm\tfrac{i}{2}
\left(\langle A|\hat n|B\rangle-\langle B|\hat n|A\rangle\right).
\end{equation}
Since $A$ and $B$ are real and $\hat n$ multiplies by a real function of position, the two matrix elements are equal and the bracket vanishes. Both states have density $\tfrac12(n_A+n_B)$. For the operator,
\begin{equation}
\langle\hat O\rangle_\pm=\tfrac12\left(\langle\hat O\rangle_A+\langle\hat O\rangle_B\right)
\pm\tfrac{i}{2}\left(\langle A|\hat O|B\rangle-\langle B|\hat O|A\rangle\right).
\end{equation}
The last term may survive for a general $\hat O$, but it cancels in the mean of the two signs:
\begin{equation}
\tfrac12\left(\langle\hat O\rangle_++\langle\hat O\rangle_-\right)
=\tfrac12\left(\langle\hat O\rangle_A+\langle\hat O\rangle_B\right).
\end{equation}
By (\ref{eq:demand}) the left side is $C[\tfrac12(n_A+n_B)]$ and the right side is the mean of $C[n_A]$ and $C[n_B]$. This is (\ref{eq:mid}).

For LDA exchange the energy density is $e(n)=-a\,n^{4/3}$ with $a>0$. The integrand of $C$ is $c(n)=e(n+n_c)-e(n)-e(n_c)$, and
\begin{equation}
c''(n)=e''(n+n_c)-e''(n)
=\tfrac49a\left[n^{-2/3}-(n+n_c)^{-2/3}\right]>0
\end{equation}
wherever $n_c>0$. A strictly convex function lies below its chord, so at each such point where $n_A\ne n_B$ the midpoint value is less than the mean. Integration gives a strict inequality in place of (\ref{eq:mid}), and no operator $\hat O$ exists.

With correlation included, one violation is enough. Let $A$ and $B$ be the 3s and 4s states of $V_{\rm lin}$ in sodium. The partial core gives $C=-0.647$ and $-0.197$~eV, with mean $-0.422$~eV, whereas the superposition has $C=-0.449$~eV. The mismatch is $-0.027$~eV. For this pair of states it is much smaller than the dropped term itself. The two values of $C$ also show that the missing energy is not a constant that cancels from an excitation energy.

\subsection{Limits}

If core and valence densities do not overlap, a local functional has $C=0$, since $c=0$ wherever either density vanishes. The core correction is then unnecessary and nothing is lost.

Where $n\ll n_c$, expansion of $e(n+n_c)$ gives $c\simeq v_{xc}(n_c)\,n-e(n)$. The first term is a genuine one-body potential, but the second is as nonlinear as the functional itself. A denser core does not remove this nonlinear term; for exchange, its size relative to the linear term falls only slowly, as $(n/n_c)^{1/3}$. Where $n\gg n_c$, $c\simeq v_{xc}(n)\,n_c-e(n_c)$, where for exchange the first term varies as $n^{1/3}$ and the second does not depend on $n$.

\section{What can be used instead}

Expansion of $C$ about the reference density gives
\begin{equation}
C[n]=C[n_v]+\int\Delta v\,(n-n_v)\,d^3r+R[n],
\label{eq:taylor}
\end{equation}
because $\delta C/\delta n=v_{xc}[n+n_c]-v_{xc}[n]$, which is $\Delta v$ at $n_v$. Without $R$, this is a constant plus a one-body operator, and adding $\Delta v$ to $V_{\rm NLCC}$ gives $V_{\rm lin}$. Ordinary unscreening is therefore the linearized core correction. Its price appears when the electron is removed: with $C[0]=0$,
\begin{equation}
R[0]=-C[n_v]+\int\Delta v\,n_v\,d^3r=0.591-0.429=0.162~\mbox{eV}.
\end{equation}
This is the difference between the DFT ionization energies with the partial core and with $V_{\rm lin}$, $5.174-5.012=0.162$~eV, since both functionals have their minimum at $n_v$.

One may also minimize $\langle\hat H\rangle+C[n_\Psi]$ over wave functions. That is a well-defined variational problem, but a nonlinear one, with a density functional for the core--valence part. Standard DMC, which projects with a fixed Hamiltonian, does not solve it. In sodium it gives 5.46~eV for both the partial and the full core: the dependence on the model core disappears, but the result lies 0.32~eV above the measured value, so restoring $C$ buys consistency, not accuracy.

The obstacle is the density functional, not core--valence exchange as such. For a frozen Hartree--Fock core with orbitals $\phi_c$, exchange acts on a valence orbital of the same spin as
\begin{equation}
(\hat K\phi)(\mathbf r)=-\sum_c\phi_c(\mathbf r)\int
\frac{\phi_c^*(\mathbf r')\,\phi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.
\end{equation}
This is linear in $\phi$ and independent of the valence density: a nonlocal one-body operator, of the kind a pseudopotential can carry, to the accuracy that pseudization allows away from the reference state.

For QMC, then, choose a pseudopotential without a core density, for example one constructed from Hartree--Fock or correlated atomic calculations; the sodium test does not rank these against linear LDA unscreening. If trial orbitals are wanted from DFT, the consistent choice is to generate them with that same potential; the nodeless sodium atom does not test this choice. A core-corrected potential should stay with the functional for which it was unscreened.
